**Field-emission width, thermal equality and the thermal-field crossover**

The program evaluates \(d=\hbar eF/(2\sqrt{2m\phi})\) and \(T^*=d/k_B\), where \(\phi\) is the barrier above the Fermi level, \(m\) the tunnelling mass and \(F\) the dielectric field. For 3.1 eV, 0.42 electron masses and 5 MV/cm, the output gives \(d=0.0428\) eV and \(T^*=496\) K. It asserts that this width agrees within 1% with the logarithmic slope of an Airy-wave transmission, and that \(T^*\) lies within 10 K of 500 K. An explicit transverse-momentum integration tests the supply function, and numerical distributions test the mean depth, the high-energy shoulder and the peak at 600 K. The current ratios are asserted against numerical integrals: about 2.0 at 300 K and about 16 at \(T^*\), both relative to zero temperature. The image-force width is tested against a finite difference of the directly integrated action; for relative permittivity 4 it gives \(T^*=493\) K. The trapezoidal-barrier case discussed in the text is not covered by the program.

## Numerical verification

```python
"""Field-emission energy width and its equality with thermal energy.

Result under test: d = hbar e F / (2 sqrt(2 m phi)), and k_B T* = d.
phi: barrier above the Fermi level; m: tunnelling mass; F: dielectric field.
W: energy of motion normal to the barrier, measured from the Fermi level.
D(W): transmission; J: current. Energies are in eV and lengths in nm.
The program also tests the thermal-field current near T* and the image force.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.special import airy, expit

phi = 3.1
mass = 0.42
field_mv_cm = 5.0
force = field_mv_cm * 0.1                       # eV/nm
hbar2_2me = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
kb = const.k / const.e
gate_fermi = 5.0
gate_mass = 1.0
permittivity = 4.0

kappa = np.sqrt(mass * phi / hbar2_2me)
width = force / (2 * kappa)
t_star = width / kb


def wkb_transmission(w):
    gap = np.maximum(phi - w, 0.0)
    action = 4 / 3 * np.sqrt(mass / hbar2_2me) * gap**1.5 / force
    return np.exp(-action)


def exact_transmission(w):
    """Plane wave in the gate matched to an outgoing Airy wave."""
    c = (mass * force / hbar2_2me)**(1 / 3)
    z = c * (phi - w) / force
    ai, aip, bi, bip = airy(z)
    psi = bi + 1j * ai
    slope = -c * (bip + 1j * aip)
    k_gate = np.sqrt(gate_mass * (gate_fermi + w) / hbar2_2me)
    incoming = 0.5 * (psi + gate_mass * slope / (1j * k_gate * mass))
    return c * gate_mass / (np.pi * mass * k_gate * abs(incoming)**2)


# Width from the exact wave solution, by finite difference.
step = 0.001
log_slope = (np.log(exact_transmission(step))
             - np.log(exact_transmission(-step))) / (2 * step)
width_exact = 1 / log_slope
assert abs(width_exact / width - 1) < 0.01
assert abs(t_star - 500) < 10

# Normal-energy grid containing the Fermi level.
w = np.arange(-15000, 35001) * 1e-4
d_wkb = wkb_transmission(w)
d_exact = exact_transmission(w)


def supply(energy, temperature):
    if temperature == 0:
        return np.maximum(-energy, 0.0)
    kt = kb * temperature
    return kt * np.logaddexp(0.0, -energy / kt)


def current(transmission, temperature):
    return trapezoid(supply(w, temperature) * transmission, w)


# Mean depth of the zero-temperature total-energy distribution.
# The relative curvature correction is of order width/phi.
total_distribution = cumulative_trapezoid(d_wkb, w, initial=0)
occupied = w <= 0
mean_depth = (trapezoid(-w[occupied] * total_distribution[occupied],
                        w[occupied])
              / trapezoid(total_distribution[occupied], w[occupied]))
assert abs(mean_depth / width - 1) < 0.03

# Explicit transverse-momentum integration against the supply function.
total_energy = np.linspace(-1.0, 1.2, 1101)
k_perp = np.linspace(0, np.sqrt(1.2 * mass / hbar2_2me), 601)
normal = total_energy[:, None] - hbar2_2me * k_perp**2 / mass
inner = trapezoid(2 * hbar2_2me * k_perp / mass
                  * wkb_transmission(normal), k_perp, axis=1)
explicit_j = trapezoid(expit(-total_energy / (kb * 300)) * inner,
                       total_energy)
assert abs(explicit_j / current(d_wkb, 300) - 1) < 1e-3

# Linearized temperature factor, away from its divergence.
j_zero = current(d_wkb, 0)
p_room = kb * 300 / width
room_formula = np.pi * p_room / np.sin(np.pi * p_room)
room_numeric = current(d_wkb, 300) / j_zero
assert abs(room_numeric / room_formula - 1) < 0.02

# Finite current at equality; omitted terms are relatively O(width/phi).
star_formula = np.sqrt(np.pi * phi / width) + 2 / 3
star_numeric = current(d_wkb, t_star) / j_zero
star_exact = current(d_exact, t_star) / current(d_exact, 0)
assert abs(star_numeric / star_formula - 1) < 0.03
assert abs(star_exact / star_formula - 1) < 0.05

# High-energy shoulder of the normal-energy distribution at equality.
shoulder = (supply(w, t_star) * d_wkb
            / (width * wkb_transmission(0.0)))
shoulder_numeric = w[np.where(shoulder > np.exp(-1))[0][-1]]
shoulder_formula = 2 * np.sqrt(phi * width)
assert abs(shoulder_numeric / shoulder_formula - 1) < 0.04

# Maximum of the normal-energy distribution below, at and above equality.
peak_room = w[np.argmax(supply(w, 300) * d_wkb)]
peak_star = w[np.argmax(supply(w, t_star) * d_wkb)]
peak_hot = w[np.argmax(supply(w, 600) * d_wkb)]
peak_formula = phi * (1 - (t_star / 600)**2)
assert abs(peak_hot - peak_formula) < 5e-4

# Image-force barrier: derivative of the action versus angular integral.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
image = coulomb / (4 * permittivity)


def turning_points(energy):
    gap = phi - energy
    root = np.sqrt(gap**2 - 4 * force * image)
    return (gap - root) / (2 * force), (gap + root) / (2 * force)


def image_action(energy):
    left, right = turning_points(energy)

    def integrand(x):
        height = phi - energy - force * x - image / x
        return 2 * np.sqrt(mass * max(height, 0.0) / hbar2_2me)
    return quad(integrand, left, right, epsabs=1e-9, epsrel=1e-9,
                limit=200)[0]


x1, x2 = turning_points(0.0)
angular = quad(lambda a: np.sqrt((x1 + x2) / 2
                                 + (x2 - x1) / 2 * np.sin(a)),
               -np.pi / 2, np.pi / 2)[0]
width_image = 1 / (np.sqrt(mass / (hbar2_2me * force)) * angular)
h = 0.01
image_slope = (image_action(-h) - image_action(h)) / (2 * h)
assert abs(image_slope * width_image - 1) < 1e-4
assert abs(width_image / width - 1) < 0.02

print(f"Barrier phi: {phi:.1f} eV")
print(f"Tunnelling mass: {mass:.2f} electron masses")
print(f"Dielectric field: {field_mv_cm:.1f} MV/cm")
print(f"Force eF: {force:.3f} eV/nm")
print(f"hbar^2/(2 m_e): {hbar2_2me:.6f} eV nm^2")
print(f"Boltzmann constant: {kb:.6e} eV/K")
print(f"Decay constant at Fermi level: {kappa:.4f} nm^-1")
print(f"Minimum layer thickness phi/(eF): {phi / force:.2f} nm")
print(f"WKB exponent G(0): {2 * phi / (3 * width):.2f} (no unit)")
print(f"Energy width d: {width:.5f} eV")
print(f"Equality temperature T*: {t_star:.1f} K")
print(f"Mean total-energy depth at 0 K: {mean_depth:.5f} eV")
print(f"Gate Fermi energy, Airy check: {gate_fermi:.1f} eV")
print(f"Gate mass, Airy check: {gate_mass:.1f} electron masses")
print(f"Width from Airy transmission: {width_exact:.5f} eV")
print(f"T* from Airy transmission: {width_exact / kb:.1f} K")
print(f"kT/d at 300 K: {p_room:.4f} (no unit)")
print(f"J(300 K)/J(0), linear formula: {room_formula:.3f} (no unit)")
print(f"J(300 K)/J(0), WKB integral: {room_numeric:.3f} (no unit)")
print(f"J(T*)/J(0), curvature formula: {star_formula:.2f} (no unit)")
print(f"J(T*)/J(0), WKB integral: {star_numeric:.2f} (no unit)")
print(f"J(T*)/J(0), Airy integral: {star_exact:.2f} (no unit)")
print(f"Shoulder 1/e energy at T*, formula: {shoulder_formula:.3f} eV")
print(f"Shoulder 1/e energy at T*, numeric: {shoulder_numeric:.3f} eV")
print(f"Normal-energy peak at 300 K: {peak_room:.3f} eV")
print(f"Normal-energy peak at T*: {peak_star:.3f} eV")
print(f"Normal-energy peak at 600 K, formula: {peak_formula:.3f} eV")
print(f"Normal-energy peak at 600 K, numeric: {peak_hot:.3f} eV")
print(f"Relative permittivity, image check: {permittivity:.1f} (no unit)")
print(f"Image barrier lowering: {2 * np.sqrt(force * image):.3f} eV")
print(f"Image turning points: {x1:.3f} and {x2:.3f} nm")
print(f"Width with image force: {width_image:.5f} eV")
print(f"T* with image force: {width_image / kb:.1f} K")
print("tests ok")
```

Running it gives:

```
Barrier phi: 3.1 eV
Tunnelling mass: 0.42 electron masses
Dielectric field: 5.0 MV/cm
Force eF: 0.500 eV/nm
hbar^2/(2 m_e): 0.038100 eV nm^2
Boltzmann constant: 8.617333e-05 eV/K
Decay constant at Fermi level: 5.8458 nm^-1
Minimum layer thickness phi/(eF): 6.20 nm
WKB exponent G(0): 48.33 (no unit)
Energy width d: 0.04277 eV
Equality temperature T*: 496.3 K
Mean total-energy depth at 0 K: 0.04193 eV
Gate Fermi energy, Airy check: 5.0 eV
Gate mass, Airy check: 1.0 electron masses
Width from Airy transmission: 0.04268 eV
T* from Airy transmission: 495.2 K
kT/d at 300 K: 0.6045 (no unit)
J(300 K)/J(0), linear formula: 2.006 (no unit)
J(300 K)/J(0), WKB integral: 2.012 (no unit)
J(T*)/J(0), curvature formula: 15.76 (no unit)
J(T*)/J(0), WKB integral: 16.04 (no unit)
J(T*)/J(0), Airy integral: 16.27 (no unit)
Shoulder 1/e energy at T*, formula: 0.728 eV
Shoulder 1/e energy at T*, numeric: 0.713 eV
Normal-energy peak at 300 K: -0.018 eV
Normal-energy peak at T*: 0.133 eV
Normal-energy peak at 600 K, formula: 0.979 eV
Normal-energy peak at 600 K, numeric: 0.979 eV
Relative permittivity, image check: 4.0 (no unit)
Image barrier lowering: 0.424 eV
Image turning points: 0.029 and 6.171 nm
Width with image force: 0.04251 eV
T* with image force: 493.3 K
tests ok
```
